# Grid-Dependent Hartree Shift of the Transition in Noisy Ferroelectric Phase-Field Simulations

**Question.** A cubic ferroelectric is simulated with a time-dependent Landau equation on a cubic grid of spacing \(h\), with thermal noise in every cell. The Landau coefficients are held fixed while \(h\) is changed. Near criticality, how far does the noise shift the quadratic coefficient, how does the shift scale with \(h\), and where does the simulated transition end up?

**Answer.**

## The model and its noise

Let \(P_i(\mathbf r)\) be the polarization components in a cell of volume \(h^3\). The energy is

\[
F=h^3\sum_{\mathbf r}\Big[\frac a2|\mathbf P|^2+V(\mathbf P)+\frac g2|\nabla\mathbf P|^2\Big]+F_{\rm dep},
\]

\[
V=\frac b4\sum_iP_i^4+\frac c2\sum_{i<j}P_i^2P_j^2,\qquad a=a_0(T-T_0).
\]

The gradient is a nearest-neighbour difference, which gives the seven-point Laplacian, and its stiffness \(g\) is taken as isotropic. The depolarization energy \(F_{\rm dep}\) is set aside for a moment.

For a wave with phase advance \(q_i=k_ih\) per cell, one difference contributes \(|e^{iq_i}-1|^2/h^2=4\sin^2(q_i/2)/h^2\). Each linear mode therefore has stiffness

\[
A(\mathbf k)=a+\frac{g}{h^2}K,\qquad K=\sum_i4\sin^2\frac{q_i}{2}.
\]

With kinetic coefficient \(L\), the equation of motion is \(\dot P_i=-Lh^{-3}\,\partial F/\partial P_i+\xi_i\). The noise strength is \(\langle\xi_i\xi_i'\rangle=(2Lk_BT/h^3)\,\delta_{\mathbf r\mathbf r'}\delta(t-t')\). The factor \(1/h^3\) appears because a smaller cell averages over less material. The variance \(v\) of a mode, normalized so that the mean of \(v\) over all modes is the variance in one cell, obeys

\[
\dot v=-2LAv+\frac{2Lk_BT}{h^3}\quad\Rightarrow\quad v=\frac{k_BT}{h^3A}
\]

in the steady state. This is equipartition.

An explicit Euler step \(\Delta t\) alters it. With \(x=LA\Delta t\), stationarity requires \(v=(1-x)^2v+2x\,k_BT/(h^3A)\). Hence \(v(2x-x^2)=2x\,k_BT/(h^3A)\), and

\[
v=\frac{k_BT}{h^3A}\,\frac1{1-LA\Delta t/2}.
\]

A direct run of a linear scalar field on a \(16^3\) grid, with \(ah^2/g=0.3\) and \(Lg\Delta t/h^2=0.05\), gave a reduced variance of 0.2369. The Euler formula gives 0.2370 and the limit of zero step 0.2071. The time step alone thus inflated the noise by 14% in that case. The estimates below refer to zero time step.

Averaging \(v\) over all modes gives the noise in one cell:

\[
\langle P_i^2\rangle=\frac{k_BT}{h^3}\,\frac{h^2}{g}\Big\langle\frac1{m+K}\Big\rangle_{\mathbf q}=\frac{k_BT}{gh}W(m),\qquad m=\frac{ah^2}{g}.
\]

Here \(W(m)\) is the mean of \(1/(m+K)\) over the Brillouin zone. It can be reduced to one integral: write \(1/(m+K)=\int_0^\infty e^{-(m+K)t}dt\) and use \(4\sin^2(q/2)=2-2\cos q\). The three directions then factorize, each giving a modified Bessel function:

\[
W(m)=\int_0^\infty e^{-mt}\big[e^{-2t}I_0(2t)\big]^3dt,\qquad W(0)=0.2527.
\]

Explicit lattice sums, extrapolated in box size, agree with this value.

The inverse power of \(h\) comes from the number of short waves. In the continuum at \(a=0\), the noise is \(\int d^3k\,k_BT/[(2\pi)^3gk^2]\). It grows in proportion to the largest wavevector, and the grid sets that wavevector at about \(\pi/h\).

## From noise to a shifted coefficient

Write \(\mathbf P=\bar{\mathbf P}+\mathbf p\), with a small uniform part \(\bar{\mathbf P}\) and Gaussian noise \(\mathbf p\). The averaged quartic energy contributes to order \(\bar P_1^2\) through its mean curvature:

\[
\Big\langle\frac{\partial^2V}{\partial P_1^2}\Big\rangle=3b\langle p_1^2\rangle+c\langle p_2^2\rangle+c\langle p_3^2\rangle=(3b+2c)\langle p_i^2\rangle.
\]

Cubic symmetry makes the three variances equal. The mixed curvature \(2c\langle p_1p_2\rangle\) vanishes because a reflection changes its sign. The renormalized coefficient in the paraelectric state is therefore

\[
a_R=a+(3b+2c)\langle p_i^2\rangle .
\]

This is the Hartree approximation. It is made self-consistent by using \(a_R\) in place of \(a\) in the noise spectrum, so that from here on \(m=a_Rh^2/g\).

Now restore the depolarization energy. A wave with \(\mathbf P\) along \(\mathbf k\) carries bound charge, which adds \(1/(\varepsilon_0\varepsilon_b)\) to its stiffness, where \(\varepsilon_b\) is the background permittivity. The two transverse branches carry no such charge. The uniform mode is taken as short-circuited. The sum of the three variances is the trace of the inverse stiffness matrix, and by cubic symmetry each component receives one third of it:

\[
\langle p_i^2\rangle=\frac{k_BT}{gh}\,\frac{2W(m)+W(m+s)}3,\qquad s=\frac{h^2}{\varepsilon_0\varepsilon_bg}.
\]

At criticality \(a_R=0\), hence \(m=0\), and the shift is

\[
\boxed{\;\delta a=\frac{(3b+2c)k_BT}{gh}\,S,\qquad S=\frac{2W(0)+W(s)}3\;}
\]

For \(s\gg1\) the longitudinal part is small and \(S\) approaches \(2W(0)/3=0.168\), so \(\delta a\propto1/h\).

A spectral gradient, with \(K\) replaced by \(q^2\), changes \(W(0)\) to 0.1944. The power of \(h\) survives, but the transverse noise is 23% smaller at the same \(h\). The electrostatics matters too: the stiffness \(1/(\varepsilon_0\varepsilon_b)\) for every longitudinal wave assumes a spectral solution. With the parameters used below, a central-difference divergence with a seven-point Poisson solver raises \(S\) from 0.1705 to 0.1765 at 1 nm and from 0.179 to 0.194 at 0.4 nm, where \(T_c\) falls from 144 K to 139 K. A correction constant thus belongs to one discretization of both the gradient and the depolarization field.

## The shifted transition temperature

Because \(\delta a\) is proportional to \(T\), write \(\delta a=a_0rT\) with

\[
r=\frac{(3b+2c)k_BS}{a_0gh}.
\]

The paraelectric state loses stability where \(a_0(T_c-T_0)+a_0rT_c=0\), so

\[
\boxed{\;T_c=\frac{T_0}{1+r},\qquad T_0-T_c=\frac{r}{1+r}\,T_0\;}
\]

The temperature shift follows \(1/h\) only while \(r\ll1\). On finer grids it grows more slowly, because the noise at a given spacing is proportional to temperature, and the transition itself moves down.

## Numbers for a perovskite-like case

Take \(T_0=250\) K and a Curie constant of \(10^5\) K, so that \(a_0=1.129\times10^6\) J m/(C² K). Let \(b=2.5\times10^9\) and \(c=3.0\times10^9\) J m⁵/C⁴, hence \(3b+2c=1.35\times10^{10}\). Let \(g=10^{-10}\) J m³/C² and \(\varepsilon_b=7\). At \(h=1\) nm, \(S=0.1705\), and at \(T=T_0\)

\[
\delta a=\frac{(1.35\times10^{10})(1.381\times10^{-23})(250)(0.1705)}{(10^{-10})(10^{-9})}=7.9\times10^7\ \text{J m/C}^2.
\]

Dividing by \(a_0\) expresses this as 70 K. Then \(r=70.3/250=0.281\) and \(T_c=250/1.281=195\) K. The rms noise in one polarization component at that temperature is 6.8 µC/cm².

With all material parameters fixed, the spacing gives:

| \(h\) (nm) | \(\delta a/a_0\) at \(T_0\) (K) | \(T_c\) (K) | \(T_0-T_c\) (K) |
|---|---|---|---|
| 0.4 | 185 | 144 | 106 |
| 0.5 | 145 | 158 | 92 |
| 1.0 | 70 | 195 | 55 |
| 2.0 | 35 | 219 | 31 |

A power-law fit to \(\delta a\) over this range gives an exponent of \(-1.035\). The small excess over \(-1\) comes from the longitudinal branch, which raises \(S\) from 0.169 at 2 nm to 0.179 at 0.4 nm. The temperature shift departs further from the inverse law: halving \(h\) from 1 to 0.5 nm multiplies it by 1.7.

## What the grid changes and what it does not

Above the transition \(m>0\), and the noise is smaller than the critical formula, with \(m=0\), gives at the same temperature. The leading difference comes from long waves, where \(K\simeq q^2\):

\[
W(0)-W(m)\simeq\int\!\frac{d^3q}{(2\pi)^3}\frac{m}{q^2(q^2+m)}
=\frac{m}{2\pi^2}\int_0^\infty\!\frac{dq}{q^2+m}=\frac{\sqrt m}{4\pi}.
\]

With the correlation length \(\xi=\sqrt{g/a_R}=h/\sqrt m\), each transverse branch loses \(k_BT/(4\pi g\xi)\) in variance before the factor 1/3. The spacing has dropped out. To this order, the noise separates into a short-wave part, nearly proportional to \(1/h\) when \(s\gg1\), and a long-wave part that belongs to the physics of the model.

This suggests the correction. If the simulation is meant to have its stability limit at \(T_0\), use the bare coefficient

\[
a_{\rm bare}(T,h)=a_0(T-T_0)-a_0\,r(h)\,T .
\]

In the Hartree approximation \(a_R\) then vanishes at \(T_0\) for every \(h\). The subtraction matters when \(a_0(T-T_0)\) was fitted to a measured dielectric response. Such a fit already contains the fluctuations, and adding noise without subtracting \(\delta a\) counts them twice.

Even within this approximation, the subtraction fixes only the stability limit, not the whole response. Above \(T_0\) the long-wave reduction remains, and \(a_R\simeq a_0(T-T_0)-(3b+2c)k_BT/(6\pi g\xi)\). With the parameters used here, the Hartree value of \(a_R/a_0\) at 10 K above \(T_0\) is only about 5 K. The second-order term discussed below is of similar size and lowers \(a_R\) further, so the simulated transition can lie several kelvin above \(T_0\). To reproduce a fitted \(a_R\) at a given temperature, at the Hartree level, subtract instead \((3b+2c)\langle p_i^2\rangle\) evaluated at that \(a_R\).

## Tests on the full nonlinear model

Monte Carlo sampling of the complete three-component energy, electrostatics included, was done on a \(9^3\) grid. The variance of the uniform polarization gives \(a_R\). At \(h=1\) nm and \(T=T_0\), where the bare coefficient is zero, it gave \(a_R/a_0=52.0\pm1.2\) K. The Hartree equation for the same finite grid gives 53.0 K. This is less than 70 K mainly because the system is no longer critical: here \(m\simeq0.6\), and the long-wave reduction just derived amounts to about 17 K.

At \(h=0.5\) nm and the same temperature, the bare coefficient was lowered to \(-78.2\) K in units of \(a_0\), the value for which the Hartree equation on the \(9^3\) grid again predicts 53.0 K. This box is only 4.5 nm wide, and about 3 K of the subtraction is a box effect: with the same bare value the Hartree equation on an infinite grid gives 49.7 K. The run gave \(50.6\pm0.8\) K. The predicted subtraction thus restores nearly the same dielectric response on the finer grid, with a residue of about 5% relative to the Hartree value.

Two further runs at \(h=1\) nm started from a polarized state. The ratio \(\langle P^4\rangle/\langle P^2\rangle^2\) of the uniform polarization is 5/3 for a disordered Gaussian vector and 1 for a vector of fixed length. It was 1.64 at 225 K and 1.01 at 165 K. The polarization therefore melted 25 K below the bare \(T_0\) and survived at 165 K. These runs lie on either side of the estimated 195 K. They do not locate the transition more closely, and survival from a polarized start does not by itself prove thermodynamic stability. Comparing sizes does better. On \(9^3\) and \(15^3\) grids the ratio is about 1.16 and 1.09 at 195 K, 1.47 and 1.49 at 203 K, and 1.57 and 1.70 at 211 K. It falls with size at 195 K, so the model is still ordered there, and the transition lies near 200 K, several kelvin above the Hartree estimate, in the direction given by the second-order term below.

## Where the estimate fails

**Second order.** The next term comes from correlations between the nonlinear forces in different cells. Let \(f\) be the part of \(\partial V/\partial P_1\) that remains after its Gaussian linear part is removed. Second-order perturbation theory changes \(a_R\) by \(-(h^3/k_BT)\sum_{\mathbf r}\langle f(0)f(\mathbf r)\rangle\). The sum over a translation-invariant correlation is not negative, so this term lowers \(a_R\) and raises the transition temperature.

Since \(f\) is cubic in the noise and critical correlations fall as \(1/r\), the sum behaves as \(\int r^2dr/r^3\), which is logarithmic in \(\xi/h\). Its prefactor, of order \(b^2(k_BT)^2/g^3\), does not contain \(h\). Relative to the Hartree term it therefore scales as \(bk_BTh/g^2\) times the logarithm. That coupling is 0.86 at 1 nm and 250 K.

For \(h=1\) nm, \(T=195\) K and \(\xi=10\) nm, the second-order term lowers \(a_R/a_0\) by 3.8 K. Including it in the finite-grid equation changes the two predictions of 53.0 K to 51.3 K at 1 nm and 49.2 K at 0.5 nm. At 0.5 nm this is closer to the run; at 1 nm the sampling error is too large to tell the two predictions apart. The logarithm grows as \(\xi\) increases, so this expansion does not describe the immediate critical region.

**One polar axis.** If the polarization can point along \(z\) only, depolarization affects nearly every wave, and the mean to be taken is that of \(1/(K+s\,q_z^2/q^2)\). For \(s\gg1\) the important waves have small \(q_z\). Let \(q_\perp\) and \(K_\perp\) be the values of \(q\) and \(K\) at \(q_z=0\). Then

\[
\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\,\frac1{K_\perp+s\,q_z^2/q_\perp^2}=\frac{q_\perp}{2\sqrt{sK_\perp}}\propto\frac1h .
\]

With the prefactor \(1/h\), the shift becomes proportional to \(1/h^2\). The full lattice sum, with the same \(g\) and \(\varepsilon_b\), gives an exponent close to \(-2\) between 1 and 2 nm. For \(s\gg1\), the inverse law thus requires either soft transverse branches, as in a cubic ferroelectric, or a model without depolarization fields.

**Classical noise.** Equipartition fails for modes whose quantum \(\hbar\omega\) is not small compared with \(k_BT\). Take \(\hbar\omega=E_0\sqrt{\varepsilon_0A}\), where \(A\) is the stiffness of the mode and \(E_0=0.19\) eV is a rough polar-mode strength. The classical variance of each mode is then multiplied by \(y\coth y\), with \(y=\hbar\omega/(2k_BT)\). Summed over all modes, the quantum noise at the estimated \(T_c\) is 1.05 times the classical value at \(h=1\) nm, but about 1.5 times at 0.4 nm. The finest row of the table describes a classical simulation, and is a poor guide to a crystal.

**Smaller effects at 1 nm.** An energy term \((e/6)\sum_iP_i^6\) has curvature \(5eP_i^4\), whose Gaussian mean is \(15e\langle p_i^2\rangle^2\). For \(e=10^{10}\) J m⁹/C⁶ this raises \(a_R/a_0\) by 2.8 K. A periodic box of \(64^3\) cells, with the uniform mode left out of the sum, has \(T_c\) higher by 0.6 K than the infinite grid.

## What a real perovskite adds

The parameters are round values for a generic perovskite ferroelectric. The Curie constant is typical in size; the quartic and gradient coefficients are orders of magnitude, not fitted values. Real perovskites break the assumption of isotropic gradient stiffness. With trial values of \(2\times10^{-10}\) J m³/C² for variation along the polarization component and \(0.5\times10^{-10}\) across it, the noise at 1 nm rises by a factor of about 1.32. Then \(r=0.281\times1.32=0.37\), and \(T_c\) falls from 195 K to about 182 K. Coupling to strain and disorder in composition are left out, and their effect is not estimated here. If the transition is of first order, it also need not coincide with the stability limit calculated above.

A crystal has no adjustable grid. The variation of \(T_c\) with \(h\) belongs to a simulation whose bare coefficients are held fixed, and the table above gives its Hartree estimate for the present parameters.

## Values computed for the example and the checks

```
Curie constant 1.0e+05 K, T0 250 K
a0 1.1294e+06 J m/(C^2 K)
b 2.50e+09, c 3.00e+09 J m^5/C^4; 3b+2c 1.350e+10
g 1.0e-10 J m^3/C^2, eps_b 7
W(0) Bessel integral 0.252731, from lattice sums 0.252730
same constant for spectral gradient 0.194388
Gaussian mean curvature/[(3b+2c) var] 1.000000
Linear Langevin test, reduced units, a 0.3, step 0.05, grid 16^3:
  variance run 0.2369, Euler formula 0.2370, zero step 0.2071
Spacing table; delta_a at T0 and rms P_i at Tc:
  h 0.4 nm: s 25.8, S 0.1790, delta_a 2.086e+08 J m/C^2
    r 0.7386, r*T0 184.7 K, Tc 143.8 K, T0-Tc 106.2 K, rms 9.43 uC/cm2
  h 0.5 nm: s 40.3, S 0.1757, delta_a 1.637e+08 J m/C^2
    r 0.5799, r*T0 145.0 K, Tc 158.2 K, T0-Tc 91.8 K, rms 8.76 uC/cm2
  h 1.0 nm: s 161.3, S 0.1705, delta_a 7.944e+07 J m/C^2
    r 0.2813, r*T0 70.3 K, Tc 195.1 K, T0-Tc 54.9 K, rms 6.78 uC/cm2
  h 2.0 nm: s 645.4, S 0.1690, delta_a 3.937e+07 J m/C^2
    r 0.1395, r*T0 34.9 K, Tc 219.4 K, T0-Tc 30.6 K, rms 5.06 uC/cm2
Power of h in delta_a: cubic -1.035, uniaxial (1 to 2 nm) -1.992
Reduced b at 1 nm and T0: 0.863
Monte Carlo grid 9^3, noise at 250 K; a_R/a0 in K:
  h 1.0 nm, bare a/a0 0.0 K: run 52.0 +- 1.2, Hartree 53.0, 2nd order 51.3
  h 0.5 nm, bare a/a0 -78.2 K: run 50.6 +- 0.8, Hartree 53.0, 2nd order 49.2
  reduced local variance at 1 nm: run 0.1288, Hartree 0.1284
Moment ratio <P^4>/<P^2>^2 of uniform P at 1 nm (5/3 disordered, 1 ordered):
  225 K: 1.638; 165 K: 1.006
Lowest acceptance of the four Monte Carlo runs: 0.84
Neglected effects at 1 nm unless stated:
  second-order term, correlation length 10 nm: lowers a_R/a0 by 3.8 K
  quantum/classical noise, mode strength 0.19 eV: 1.052; at 0.4 nm 1.497
  gradient anisotropy G11 2.0e-10, G44 5.0e-11 J m^3/C^2: noise times 1.306
  sixth-order 1.0e+10 J m^9/C^6: raises a_R/a0 by 2.8 K
  Tc with box sum: 32^3 196.30 K, 64^3 195.70 K, infinite 195.11 K
  64^3 minus infinite box: 0.59 K
```
